# Orbital-motion-limited ion collection by a negatively charged sphere

A dust grain in a low-pressure plasma is struck by fast electrons more often than by slow ions. Unless it emits electrons strongly, it charges negatively and then draws in positive ions. This problem finds the ion current from conservation laws and examines when the answer can be trusted.

**Setting.** A sphere of radius \(a\) is held at potential \(\phi_s<0\), with the potential zero far away. It absorbs every ion that touches it. The ions have charge \(+e\) and mass \(m\). Far from the sphere they have density \(n\) and an isotropic Maxwellian velocity distribution at temperature \(T\), without drift. Around the sphere the potential \(\phi(r)\) is static and spherically symmetric, and the ion's potential energy \(U(r)=e\phi(r)\) is nowhere positive. Collisions and magnetic fields are left out until part (g). Current is counted positive when ions arrive.

**(a) An ion starts far away with speed \(v\) and impact parameter \(b\). Which values of \(b\) let it reach the sphere?**

**Solution.** Far away the energy is \(E=mv^2/2\) and the angular momentum is \(L=mvb\). Both are conserved, since the potential is static and central. At radius \(r\) the kinetic energy has a radial part and an angular part:

\[
E=\frac{m\dot r^2}{2}+\frac{L^2}{2mr^2}+U(r).
\]

The angular part can be written with \(E\):

\[
\frac{L^2}{2mr^2}=\frac{m^2v^2b^2}{2mr^2}=\frac{mv^2}{2}\,\frac{b^2}{r^2}=E\,\frac{b^2}{r^2}.
\]

Since \(U=-|U|\), the radial motion obeys

\[
\frac{m\dot r^2}{2}=E+|U(r)|-E\,\frac{b^2}{r^2}.
\]

An incoming ion turns back where the right side reaches zero. To arrive at \(r=a\) it needs a non-negative right side all the way in. Multiplying by \(r^2/E\) gives

\[
b^2\le B(r)\equiv r^2\left(1+\frac{|U(r)|}{E}\right)\quad\text{for all } r\ge a .
\]

The largest permitted impact parameter is therefore

\[
b_{\max}^2=\min_{r\ge a}B(r).
\]

If the minimum lies outside the sphere, the ion with \(b=b_{\max}\) creeps towards a circular orbit instead of arriving. That is a single value of \(b\) and carries no current.

**(b) When does the surface itself set the limit, for ions of every energy? Find the collection cross-section in that case.**

**Solution.** The surface sets the limit if \(B(r)\ge B(a)\) for all \(r>a\). Multiplied by \(E\), this reads

\[
r^2E+r^2|U(r)|\ \ge\ a^2E+a^2|U(a)| .
\]

Letting \(E\to0\) shows that the following condition is necessary:

\[
r^2|U(r)|\ge a^2|U(a)|\quad\text{for all } r>a .
\]

It is also sufficient, because \(r^2E\ge a^2E\) can then be added to it. The depth \(|U(r)|\) of the potential energy must not fall below the inverse-square curve drawn through its surface value. When the condition holds,

\[
b_{\max}^2=a^2\left(1+\frac{|U(a)|}{E}\right),\qquad
\sigma(E)=\pi a^2\left(1+\frac{|U(a)|}{E}\right).
\]

The limiting ion grazes the sphere. Its surface speed \(v_s\) satisfies \(v_s^2=v^2+2|U(a)|/m\), and angular momentum gives \(vb_{\max}=v_sa\), which is the same result. The shape of the potential between the surface and infinity has dropped out.

Newton's equations, integrated without using either conservation law, give a direct test. Take \(a=1\), \(E=1\) and \(U=-3e^{-(r-1)/10}/r\). This potential breaks the condition far out, but only much slower ions meet a barrier there. At \(E=1\) the function \(B(r)=r^2+3r\,e^{-(r-1)/10}\) rises all the way outwards, so the surface sets the limit. The critical impact parameter of the computed orbits is 2.00000, in agreement with \(\sqrt{1+3}=2\).

**(c) Average over the Maxwellian and find the ion current.**

**Solution.** Ions of one speed and one direction form a beam, which delivers its density times \(v\sigma\) ions per second. The cross-section depends on speed alone, so summing over directions gives a factor \(4\pi\):

\[
\frac{I}{e}=\int_0^\infty v\,\sigma\,f(v)\,4\pi v^2\,dv,\qquad
f(v)=n\left(\frac{m}{2\pi kT}\right)^{3/2}e^{-mv^2/2kT}.
\]

Define \(x=E/kT=mv^2/2kT\) and \(\eta=|U(a)|/kT=e|\phi_s|/kT\). Then \(v^2=2kTx/m\) and \(v\,dv=(kT/m)\,dx\), so

\[
v^3dv=2\left(\frac{kT}{m}\right)^2x\,dx .
\]

With \(\sigma=\pi a^2(1+\eta/x)\), the integral becomes

\[
\frac{I}{e}=8\pi^2a^2n\left(\frac{m}{2\pi kT}\right)^{3/2}\left(\frac{kT}{m}\right)^2\int_0^\infty(x+\eta)e^{-x}dx .
\]

The powers of \(kT/m\) combine to \((kT/m)^{1/2}\), and \(8\pi^2/(2\pi)^{3/2}=4\pi/\sqrt{2\pi}\). Both \(\int_0^\infty xe^{-x}dx\) and \(\int_0^\infty e^{-x}dx\) equal one. Hence

\[
\boxed{I=4\pi a^2ne\sqrt{\frac{kT}{2\pi m}}\left(1+\frac{e|\phi_s|}{kT}\right)}
\]

The factor before the bracket is the thermal current \(I_{th}\), collected by an uncharged sphere. The one in the bracket comes from the geometric target, and \(\eta\) from the focusing of ions that would otherwise miss.

At fixed \(n\) and \(\phi_s\), the temperature dependence is \(I\propto T^{1/2}+(e|\phi_s|/k)\,T^{-1/2}\). Its derivative vanishes at \(kT=e|\phi_s|\), where the current has its minimum, \(2I_{th}\). For much colder ions \(I\propto T^{-1/2}\): slow ions arrive less often, but their capture area grows faster than their speed falls. The formula diverges as \(T\to0\), but only for ions without any drift: at a fixed drift speed, however small, the result of part (g) stays finite.

**(d) Obtain the same current from the ions present at the surface. What changes for a repelled species?**

**Solution.** Liouville's theorem says that \(f\) is constant along a collisionless orbit. An ion arriving with speed \(v_s\) had \(v^2=v_s^2-2|U(a)|/m\) far away, so

\[
f_s(v_s)=n\left(\frac{m}{2\pi kT}\right)^{3/2}e^{\eta}\,e^{-mv_s^2/2kT},\qquad \frac{mv_s^2}{2}>|U(a)| .
\]

Below that kinetic energy an orbit does not connect to infinity, and \(f_s=0\). Above it, every inward direction is filled: an angle \(\theta\) to the normal corresponds to \(b=b_{\max}\sin\theta\le b_{\max}\), which part (b) allows.

The inward flux is the integral of \(v_s\cos\theta\,f_s\). The angular factor is \(\int_0^{\pi/2}2\pi\sin\theta\cos\theta\,d\theta=\pi\). With \(y=mv_s^2/2kT\),

\[
J=\pi\int v_s^3f_s\,dv_s
=n\sqrt{\frac{kT}{2\pi m}}\;e^{\eta}\int_\eta^\infty ye^{-y}dy .
\]

The last integral is \((1+\eta)e^{-\eta}\), so \(J=n\sqrt{kT/2\pi m}\,(1+\eta)\). Multiplying by \(4\pi a^2e\) returns the current of part (c). The flux grows linearly with \(\eta\), not as \(e^\eta\), because the bound states at the surface are empty.

For a repelled species \(U>0\), and the limit is \(b^2\le r^2(1-U(r)/E)\). If \(U\) decreases outwards, both factors grow with \(r\), so the surface sets the limit without a further condition. Ions are replaced by electrons at temperature \(T_e\), which need \(E\ge e|\phi_s|\). With \(z=e|\phi_s|/kT_e\) and \(x=z+t\),

\[
\int_z^\infty(x-z)e^{-x}dx=e^{-z}\int_0^\infty te^{-t}dt=e^{-z}.
\]

The electron current is thus its own thermal value times \(e^{-z}\).

**(e) Evaluate the ion current for a grain of radius 1 µm at −7 V in argon, with \(n=10^9\) cm⁻³, ions at 300 K and electrons at 3 eV.**

**Solution.** The ion thermal energy is \(kT=0.02585\) eV, so

\[
\eta=\frac{7\ \text{eV}}{0.02585\ \text{eV}}\approx270.8 .
\]

The one-way speed \(\sqrt{kT/2\pi m}\) is 99.69 m/s. With the density converted to 10¹⁵ m⁻³,

\[
I_{th}=4\pi(10^{-6}\,\text{m})^2(10^{15}\,\text{m}^{-3})\,e\,(99.69\ \text{m/s})=0.2007\ \text{pA},
\]

\[
I=0.2007\ \text{pA}\times271.8\approx54.5\ \text{pA},
\]

or about \(3.4\times10^8\) ions per second. Focusing supplies nearly all of it. An ion with \(E=kT\) is caught from as far out as \(a\sqrt{271.8}\approx16.5\) µm.

The chosen potential can be compared with the one at which an isolated grain settles. For equal electron and ion densities far away, and no electron emission, the electron current at −7 V is 1.037 times the ion current. The grain would charge slightly further, to −7.08 V in this model.

**(f) A plasma screens the grain. How much current does the formula then overstate?**

**Solution.** Take as a model

\[
U(r)=U(a)\,\frac ar\,e^{-(r-a)/\lambda}.
\]

Then \(r^2|U|=a|U(a)|\,r\,e^{-(r-a)/\lambda}\) tends to zero at large \(r\), and the condition of part (b) fails. Some slow ions are turned back by a barrier outside the sphere. Since the minimum of \(B\) cannot exceed \(B(a)\), the formula becomes an upper bound. The current follows from the true minimum at each energy:

\[
\frac{I}{I_{th}}=\int_0^\infty x\,e^{-x}\,\frac{b_{\max}^2}{a^2}\,dx .
\]

For the example take the linear screening length with electrons and ions both included, \(\lambda^{-2}=(ne^2/\varepsilon_0)\,(1/kT+1/kT_e)\), which gives \(\lambda=37.6\) µm. To see which ions are affected, compare \(r/a\) with \(e^{(r-a)/\lambda}\). At \(r=200\) µm the exponential is \(e^{199/37.64}\approx198\), still below 200. The function \(\ln(r/a)-(r-a)/\lambda\) is concave and vanishes at \(r=a\), so it is positive all the way from the surface to 200 µm. The condition holds there, and a barrier can lie only further out. A barrier at \(r\) means \(B(r)<B(a)\), hence

\[
E\,(r^2-a^2)<a^2|U(a)|-r^2|U(r)|<a^2|U(a)| .
\]

With \(r>200\) µm this gives \(E/kT<270.8/(200^2-1)\approx0.007\). Such ions carry less than 1% of the current, and the full integral gives a loss of 0.13% relative to the formula.

In the same model, a grain of radius 40 µm at the same potential behaves quite differently. Here \(a>\lambda\), and the slope of \(B\) at the surface is

\[
B'(a)=2a+\frac{|U(a)|}{E}\,a\left(1-\frac a\lambda\right).
\]

It is negative, so that the minimum lies outside the sphere, when

\[
E<\frac{|U(a)|}{2}\left(\frac a\lambda-1\right)=\frac{7\ \text{eV}}{2}\left(\frac{40}{37.64}-1\right)\approx0.22\ \text{eV}.
\]

This is more than eight times \(kT\), so nearly all ions meet a barrier. The computed loss in this model is 86%.

That figure should not be carried over to a real grain. Linear screening requires \(|U|\ll kT\), which fails near the surface. There the model needs a net charge density of about \(\eta ne\approx271\,ne\), whereas unbound collisionless ions can supply at most about \(2\sqrt{\eta/\pi}\,ne\approx19\,ne\). Without trapped ions the true screening is weaker, so the model overstates the loss, and by a large factor: when the potential is solved self-consistently for collisionless ions, the loss for the 40 µm grain is below 10%. It shows how barriers act, and that they matter more for a larger grain.

Orbits confirm the role of the barrier. For \(a=1\), \(E=1\) and \(U=-20e^{-(r-1)}/r\), integration of Newton's equations gives a critical \(b\) of 4.133. The minimum of \(B\) gives the same value, whereas the grazing formula gives 4.583.

**(g) Estimate the effects of ion drift, collisions and a magnetic field on the 1 µm grain.**

**Solution.** *Drift.* Let the distant Maxwellian move at speed \(u\). Measure speeds in units of \(v_T=\sqrt{2kT/m}\), with \(c=v/v_T\) and \(s=u/v_T\). The potential is kept spherical and fixed. From part (b), \(v\sigma=\pi a^2v_T(c+\eta/c)\), since \(2|U(a)|/mv_T^2=\eta\). The thermal rate is \(4\pi a^2nv_T/(2\sqrt\pi)=2\sqrt\pi\,a^2nv_T\), and therefore

\[
\frac{I}{I_{th}}=\frac{\sqrt\pi}{2}\left(\langle c\rangle+\eta\left\langle\frac1c\right\rangle\right).
\]

Integrating the shifted Maxwellian over angles gives the distribution of \(c\):

\[
F(c)=\frac{c}{s\sqrt\pi}\left[e^{-(c-s)^2}-e^{-(c+s)^2}\right].
\]

In \(\langle1/c\rangle\) the factor \(c\) cancels. Shifting the variable in each term leaves

\[
\left\langle\frac1c\right\rangle=\frac{1}{s\sqrt\pi}\int_{-s}^{s}e^{-t^2}dt=\frac{\operatorname{erf}(s)}{s}.
\]

For \(\langle c\rangle\) the same shifts, \(c=t+s\) and \(c=t-s\), give

\[
\langle c\rangle=\frac{1}{s\sqrt\pi}\left[\int_{-s}^{s}(t^2+s^2)e^{-t^2}dt+2s\,e^{-s^2}\right].
\]

Integration by parts gives \(\int_{-s}^{s}t^2e^{-t^2}dt=-s\,e^{-s^2}+\tfrac{\sqrt\pi}{2}\operatorname{erf}(s)\), so

\[
\langle c\rangle=\left(s+\frac{1}{2s}\right)\operatorname{erf}(s)+\frac{e^{-s^2}}{\sqrt\pi}.
\]

As \(s\to0\) both averages tend to \(2/\sqrt\pi\), and \(1+\eta\) returns. A drift of \(v_T=353\) m/s lowers the current to 0.75 of the driftless value. At the Bohm speed \(\sqrt{kT_e/m}=2692\) m/s, typical of ions entering a sheath, it is 0.14 of that value. Fast ions are focused less.

*Collisions.* An ion can exchange charge with a gas atom and leave a new, slow ion near the grain. Suppose that every new ion born where \(|U|>3kT/2\) is trapped and later collected. Let this region have radius \(R_0\). With mean speed \(\bar v\) and mean free path \(\ell\), and with the distant density used throughout, collisions occur at a rate \(n\bar v/\ell\) per volume. The thermal rate is \(\pi a^2n\bar v\), so

\[
\frac{I_{coll}}{I_{th}}\approx\frac{(4\pi/3)R_0^3}{\pi a^2\ell}=\frac{4R_0^3}{3a^2\ell}.
\]

At 5 mTorr and a rough cross-section of \(10^{-14}\) cm², \(\ell=6.21\) mm. The screened potential gives \(R_0=49.6\) µm. The ratio is about 26, which is 0.10 of the collisionless current. A screening length 1.5 times longer raises this to 0.19, so it is an order-of-magnitude estimate. Since \(\ell\) varies inversely with pressure, the same estimate makes the extra current comparable with the collisionless one at roughly 25 to 50 mTorr for these two screening lengths. The estimate errs on the low side. Where no barrier intervenes, focusing raises the ion flux near the grain to \(n\bar v\,(1+|U|/kT)\), already 2.5 times the distant value at \(R_0\), and some ions born outside \(R_0\) are trapped too. In the same fixed potential these effects raise the extra current about fivefold, so that it can match the collisionless one already at 5 to 10 mTorr.

*Magnetic field.* At 30 mT an ion of speed \(v_T\) has the gyroradius \(mv_T/eB\approx4.9\) mm, far larger than \(\lambda\), so ion orbits near the grain are hardly bent. The same expression with the electron mass and temperature gives about 0.2 mm. This is only about five times \(\lambda\), but some 200 grain radii, so an electron orbit traced back from the grain rarely meets it again. As long as the distant electrons stay Maxwellian, Liouville's theorem then leaves the electron current almost unchanged as well.

*The real case.* The parameters are meant as a rough model of dust in a low-pressure argon discharge. For a micrometre grain there, screening barriers matter little in this model. The assumption most seriously broken is that of ions at rest on average: near a sheath the drift can reduce the current about sevenfold at fixed potential. With equal electron and ion densities, a floating grain would then charge more negatively until the currents balanced again. The 55 pA found above therefore belongs to a nearly field-free region at about a millitorr or less, where collisions add some 10 to 20% at most in these estimates. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
INPUTS
grain radius = 1.0 um
surface potential = -7.0 V
plasma density = 1.0e+09 cm^-3
ion and gas temperature = 300 K
electron temperature = 3.0 eV
argon ion mass = 6.6335e-26 kg
pressure = 5.0 mTorr
magnetic field = 30 mT
rough ion-neutral cross-section = 1e-14 cm^2
MAIN RESULT
ion thermal energy kT = 0.02585 eV
eta = |U_s|/kT = 270.77 (no unit)
one-way speed sqrt(kT/2 pi m) = 99.69 m/s
thermal current = 0.2007 pA
enhancement 1+eta = 271.77 (no unit)
OML ion current = 54.55 pA
OML ion arrival rate = 3.405e+08 ions/s
capture radius at E=kT = 16.49 um
electron/ion current at chosen potential = 1.037
floating potential from OML balance = -7.08 V
TRAJECTORY TESTS (sphere radius = 1, ion energy = 1)
depth 3, screening 10: critical b, orbit = 2.00000 radii
  critical b, grazing formula = 2.00000 radii
depth 20, screening 1: critical b, orbit = 4.13322 radii
  critical b, barrier minimum = 4.13322 radii
  grazing formula, barrier ignored = 4.58258 radii
BARRIERS
U ~ r^-1: current / OML current = 1.0000
U ~ r^-2: current / OML current = 1.0000
U ~ r^-3: current / OML current = 0.2599
linear screening length = 37.64 um
screened barrier loss, this grain = 0.13 %
screened barrier loss, 40 um grain = 86.0 %
ION DRIFT (same surface potential)
speed sqrt(2kT/m) = 353.4 m/s
current / OML at that drift = 0.749
Bohm speed = 2692 m/s
current / OML at Bohm drift = 0.141
COLLISIONS AND MAGNETIC FIELD (estimates)
ion mean free path = 6.21 mm
trapping radius R0 = 49.6 um
extra collisional current / OML = 0.10
R0 with 1.5 times longer screening = 61.7 um
extra current / OML with longer screening = 0.19
ion gyroradius = 4.88 mm
electron gyroradius = 0.195 mm
```
